# Normalized image log-slope of an equal line-space grating in three-beam imaging: verification in Python

```python
# Result under test: an equal line-space binary grating, imaged coherently
# with diffraction orders 0 and +-1 only, has NILS = 8 at the nominal edge.
# NILS = w * |d ln I / dx|, w = pitch/2 = line width, I = image intensity.
# x = 0 is the centre of a clear space; the edges are at x = +-pitch/4.
# Images are built from mask quadrature, a pupil cut-off and plane waves.
# TE: parallel field vectors (scalar image). TM: vectors in the x-z plane.
# Lengths are in nm on the image side; the image space is air.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq


def mask_transmission(u):
    """Amplitude transmission; u is position divided by pitch."""
    return 1.0 if abs(u) < 0.25 else 0.0


def order_amplitude(m):
    """Fourier coefficient of the mask, from its defining integral."""
    def integrate(wave):
        return quad(lambda u: mask_transmission(u) * wave(2*np.pi*m*u),
                    -0.5, 0.5, points=[-0.25, 0.25])[0]
    return integrate(np.cos) - 1j * integrate(np.sin)


amplitudes = {m: order_amplitude(m) for m in range(-4, 5)}


def intensity(x, pitch, na, defocus=0.0, polarization="TE", pair_factor=1.0):
    """Image intensity; pair_factor multiplies orders +1 and -1."""
    field = np.zeros(2, dtype=complex)
    for m, amplitude in amplitudes.items():
        sine = m * wavelength / pitch
        if abs(sine) > na:
            continue
        cosine = np.sqrt(1 - sine**2)
        phase = 2*np.pi*(m*x/pitch + defocus*cosine/wavelength)
        wave = amplitude * np.exp(1j*phase)
        if abs(m) == 1:
            wave *= pair_factor
        if polarization == "TE":
            field += wave * np.array([1.0, 0.0])
        else:
            field += wave * np.array([cosine, -sine])
    return float(np.sum(np.abs(field)**2))


def log_slope(pitch, na, **options):
    """Magnitude of d ln I/dx at the edge, by central difference."""
    step = 1e-5 * pitch
    edge = pitch / 4
    upper = np.log(intensity(edge + step, pitch, na, **options))
    lower = np.log(intensity(edge - step, pitch, na, **options))
    return abs(upper - lower) / (2*step)


def nils(pitch, na, **options):
    return pitch / 2 * log_slope(pitch, na, **options)


wavelength, pitch, na, defocus = 200.0, 400.0, 0.7, 100.0
width = pitch / 2
edge = pitch / 4

# Mask orders: quadrature against the closed form
assert abs(amplitudes[0] - 0.5) < 1e-10
for m in (-4, -3, -2, -1, 1, 2, 3, 4):
    assert abs(amplitudes[m] - np.sin(np.pi*m/2)/(np.pi*m)) < 1e-10

# Three-beam image against its closed form, over a whole pitch
for x in np.linspace(-pitch/2, pitch/2, 41):
    closed = (0.5 + 2/np.pi*np.cos(2*np.pi*x/pitch))**2
    assert abs(intensity(x, pitch, na) - closed) < 1e-10

# Main result, also for another pitch and aperture
nils_focus = nils(pitch, na)
assert abs(nils_focus - 8) < 1e-6
assert abs(nils(730.0, 0.4) - 8) < 1e-6

# Zero of the image inside the line
zero_position = pitch/(2*np.pi)*np.arccos(-np.pi/4)
assert edge < zero_position < pitch/2
assert intensity(zero_position, pitch, na) < 1e-18

# Number of odd order pairs admitted by the pupil
wide_pitch = 1000.0
aperture_scan = {}
for aperture, odd_pairs in ((0.1, 0), (0.3, 1), (0.5, 1), (0.7, 2)):
    aperture_scan[aperture] = nils(wide_pitch, aperture)
    assert abs(aperture_scan[aperture] - 8*odd_pairs) < 1e-5

# Common complex factor on the first orders, and defocus
factor = 0.8*np.exp(0.3j)
assert abs(nils(pitch, na, pair_factor=factor) - 8*factor.real) < 1e-6
sin_theta = wavelength / pitch
cos_theta = np.sqrt(1 - sin_theta**2)
phase_defocus = 2*np.pi*defocus*(1 - cos_theta)/wavelength
nils_defocus = nils(pitch, na, defocus=defocus)
assert abs(nils_defocus - 8*abs(np.cos(phase_defocus))) < 1e-6

# TM polarization
nils_tm = nils(pitch, na, polarization="TM")
edge_tm = intensity(edge, pitch, na, polarization="TM")
assert abs(edge_tm - (0.25 + 4/np.pi**2*sin_theta**2)) < 1e-10
formula_tm = 8*cos_theta/(1 + 16/np.pi**2*sin_theta**2)
assert abs(nils_tm - formula_tm) < 1e-6


# Threshold resist: width of the printed space at a relative dose
threshold = intensity(edge, pitch, na)


def space_width(dose):
    return 2*brentq(lambda x: dose*intensity(x, pitch, na) - threshold,
                    0.0, zero_position, xtol=1e-12)


assert abs(space_width(1.0) - width) < 1e-8
log_dose = 1e-3
width_rate = (space_width(np.exp(log_dose))
              - space_width(np.exp(-log_dose)))/(2*log_dose)
assert abs(width_rate - width/4) < 1e-3
change_one_percent = space_width(1.01) - width

print(f"wavelength: {wavelength:.0f} nm")
print(f"pitch: {pitch:.0f} nm")
print(f"line width = space width: {width:.0f} nm")
print(f"numerical aperture: {na:.1f}")
print(f"sine of first-order angle: {sin_theta:.3f}")
print(f"first-order angle: {np.degrees(np.arcsin(sin_theta)):.2f} degrees")
print(f"sine required for third order: {3*sin_theta:.2f}")
for m in (0, 1, 2, 3):
    print(f"amplitude of order {m}: {amplitudes[m].real + 0.0:.5f}")
print(f"intensity at space centre: {intensity(0, pitch, na):.4f}")
print(f"intensity at nominal edge: {threshold:.4f}")
print(f"intensity at line centre: {intensity(pitch/2, pitch, na):.4f}")
print(f"nominal edge position: {edge:.1f} nm")
print(f"position of zero intensity: {zero_position:.2f} nm")
print(f"log-slope at edge: {log_slope(pitch, na):.5f} per nm")
print(f"NILS in focus, TE: {nils_focus:.5f}")
print(f"defocus: {defocus:.0f} nm")
print(f"defocus phase of first orders: {phase_defocus:.4f} rad")
print(f"NILS with defocus, TE: {nils_defocus:.4f}")
print(f"edge intensity in focus, TM: {edge_tm:.4f}")
print(f"NILS in focus, TM: {nils_tm:.4f}")
print(f"width change per unit log dose: {width_rate:.3f} nm")
print(f"linear width change for 1 % dose: {0.01*width_rate:.4f} nm")
print(f"actual width change for 1 % dose: {change_one_percent:.4f} nm")
print(f"second grating pitch: {wide_pitch:.0f} nm")
for aperture, value in aperture_scan.items():
    print(f"second grating, NA {aperture:.1f}: NILS {value:.4f}")
print("all good")
```

Output:

```
wavelength: 200 nm
pitch: 400 nm
line width = space width: 200 nm
numerical aperture: 0.7
sine of first-order angle: 0.500
first-order angle: 30.00 degrees
sine required for third order: 1.50
amplitude of order 0: 0.50000
amplitude of order 1: 0.31831
amplitude of order 2: 0.00000
amplitude of order 3: -0.10610
intensity at space centre: 1.2919
intensity at nominal edge: 0.2500
intensity at line centre: 0.0187
nominal edge position: 100.0 nm
position of zero intensity: 157.51 nm
log-slope at edge: 0.04000 per nm
NILS in focus, TE: 8.00000
defocus: 100 nm
defocus phase of first orders: 0.4209 rad
NILS with defocus, TE: 7.3018
edge intensity in focus, TM: 0.3513
NILS in focus, TM: 4.9301
width change per unit log dose: 50.000 nm
linear width change for 1 % dose: 0.5000 nm
actual width change for 1 % dose: 0.4963 nm
second grating pitch: 1000 nm
second grating, NA 0.1: NILS 0.0000
second grating, NA 0.3: NILS 8.0000
second grating, NA 0.5: NILS 8.0000
second grating, NA 0.7: NILS 16.0000
all good
```
